Thermal electron wind on a jellium impurity at zero electric current

**First half: from one scattering state to the force in a heat flow**

An electric current in a metal pushes on impurities because the drifting electrons scatter from them and hand over momentum. This push is the electron wind. A temperature gradient in an open circuit drives no net current, yet it does drive heat: energetic electrons drift one way and less energetic electrons drift back. The problem is to find whether this balanced traffic exerts a net wind on an impurity, and for which impurities it does not.

The metal is jellium: free electrons in a uniform positive background. One impurity at the origin acts on an electron through a spherical potential V(r) of finite range, which is carried rigidly by the impurity. Electrons are treated as independent. Any other scattering is described by a relaxation time τ(E) that depends on energy alone. The temperature gradient is weak, and everything is calculated to first order in it.

The algebra uses atomic units, so ħ, the electron mass m and the elementary charge e are 1, and the electron has charge −1. The letter T stands for k_B times the temperature, an energy. The electron energy is E = k²/2 and the speed is v = k. The letters F, G, J, q, X, k and v denote vectors where a direction is meant, and magnitudes otherwise. The word wind is kept for the force due to the anisotropic part of the electron distribution. Other forces exist in a temperature gradient; their sizes are estimated in part (j).

**(a) An electron wave of unit density arrives along z with wave number k. Express the force it exerts on the impurity through integrals over pairs of radial waves.**

Solution. If the impurity sits at R₀, the interaction energy is V(|r − R₀|). The force on the impurity is minus the derivative with respect to R₀, which equals plus the derivative with respect to r. Averaged over the electron state ψ, the force is therefore

  F = ∫ |ψ|² ∇V d³r.

This is opposite to the force on the electron, as Newton's third law requires. For a spherical potential the z component of ∇V is V′(r) cosθ.

The scattering state is expanded in Legendre polynomials:

  ψ = Σ_l (2l+1) i^l e^{iδ_l} [u_l(r)/(kr)] P_l(cosθ).

The radial waves obey

  u_l″ = [2V − k² + l(l+1)/r²] u_l,

and far from the impurity

  u_l → sin(kr − lπ/2 + δ_l).

The factor e^{iδ_l} makes the incoming spherical part of ψ equal to that of the plane wave e^{ikz}, so that only outgoing waves are added to it.

In |ψ|² the factor cosθ couples neighbouring values of l only. This follows from

  cosθ P_l = [(l+1) P_{l+1} + l P_{l−1}]/(2l+1)

and from the norm ∫ P_{l+1}² d(cosθ) = 2/(2l+3). Together they give

  ∫ cosθ P_l P_{l+1} dΩ = 4π(l+1)/[(2l+1)(2l+3)].

Each pair occurs twice in |ψ|², once with its complex conjugate. With Δ_l = δ_l − δ_{l+1}, the phase factor of the pair is

  2 Re[i^l (−i)^{l+1} e^{iΔ_l}] = 2 Re[−i e^{iΔ_l}] = 2 sinΔ_l.

The factor r² of the volume element cancels the 1/r² in |ψ|², and the factors (2l+1)(2l+3) cancel as well. The result is

  F_z = (8π/k²) Σ_l (l+1) sinΔ_l M_l,

  M_l = ∫₀^∞ V′ u_l u_{l+1} dr.

**(b) Evaluate M_l without solving for the radial waves, and show that the force is fixed by the transport cross section.**

Solution. Write L = l+1, a = u_l and b = u_L. Since l(l+1) = L² − L and L(L+1) = L² + L, the radial equations are

  a″ = [2V − k² + (L² − L)/r²] a,

  b″ = [2V − k² + (L² + L)/r²] b.

Consider the combination

  Q = a′b′ − (L/r)(ab′ − a′b) − (2V − k² + L²/r²) ab.

Its derivative is found term by term. The first term gives

  (a′b′)′ = (2V − k² + L²/r²)(ab′ + a′b) − (L/r²) ab′ + (L/r²) a′b.

For the second term, ab″ − a″b = (2L/r²) ab, so

  [−(L/r)(ab′ − a′b)]′ = (L/r²)(ab′ − a′b) − (2L²/r³) ab.

The third term gives

  −(2V − k² + L²/r²)(ab′ + a′b) − 2V′ab + (2L²/r³) ab.

In the sum everything cancels except one term:

  Q′ = −2V′ab.

Hence M_l is half of Q at the origin minus half of Q at infinity. Near the origin a is proportional to r^L and b to r^{L+1}. Every term of Q then vanishes there at least as fast as r, provided V is finite or diverges no faster than 1/r. At infinity V and the terms with 1/r drop out, leaving Q → a′b′ + k²ab. With x = kr − lπ/2,

  a → sin(x + δ_l),

  b → sin(x − π/2 + δ_L) = −cos(x + δ_L).

Therefore

  Q(∞) = k²[cos(x+δ_l) sin(x+δ_L) − sin(x+δ_l) cos(x+δ_L)] = k² sin(δ_L − δ_l),

and

  M_l = (k²/2) sin(δ_l − δ_{l+1}) = (k²/2) sinΔ_l.

Inserted in part (a), this gives

  F_z = 4π Σ_l (l+1) sin²Δ_l.

The transport cross section weights each deflection by the loss of forward momentum:

  σ_tr = ∫ (1 − cosθ) |f(θ)|² dΩ,

  f = (1/k) Σ_l (2l+1) e^{iδ_l} sinδ_l P_l.

Write s_l = sinδ_l. The term without cosθ is (4π/k²) Σ (2l+1) s_l². Splitting 2l+1 into (l+1) + l and shifting the index in the second sum turns it into (4π/k²) Σ (l+1)(s_l² + s_{l+1}²). The cosθ term couples neighbours with the angular integral of part (a), and equals (4π/k²) Σ (l+1) 2 s_l s_{l+1} cosΔ_l. The difference contains

  s_l² + s_{l+1}² − 2 s_l s_{l+1} cosΔ_l = sin²Δ_l.

This identity follows by expanding sin²(δ_l − δ_{l+1}) and replacing each cos² by 1 − sin². Thus

  σ_tr = (4π/k²) Σ_l (l+1) sin²(δ_l − δ_{l+1}),

and the force of the wave is

  F = k² σ_tr = k W,  W(E) = v σ_tr(E).

The product W is a volume swept per unit time. An electron gas of unit density is deflected at the effective rate W, and each effective deflection delivers the momentum k. The derivation holds for any strength of V, since no Born approximation was made.

**(c) Sum over the electrons of the gas. What happens if W does not depend on energy?**

Solution. Let f(k) be the occupation of a state, for one spin. The total force is

  F = 2 ∫ d³k/(2π)³ f(k) k W(E).

The Pauli principle adds no further factor. In terms of transitions from k to k′, with rate w(k,k′), the blocked traffic in the two directions combines as

  f(1 − f′) − f′(1 − f) = f − f′,

because w(k,k′) = w(k′,k) for scattering by a spherical potential. The blocking terms have cancelled.

Split f into the isotropic local equilibrium f₀(E) and a small anisotropic part f₁. The first contributes nothing, since the waves k and −k push equally in opposite directions. What remains is

  F = 2 ∫ d³k/(2π)³ f₁ k W(E).

The particle current density is

  J = 2 ∫ d³k/(2π)³ f₁ v.

Since k = v in these units, a constant W can be taken out of the integral, and F = W J. If the current vanishes, the force vanishes too. This holds for any f₁ whatever, and so for any background scattering. The impurity then responds to the total momentum of the electrons and to nothing else about them.

A constant W means σ_tr ∝ 1/v: slow electrons must meet a larger target in exactly the proportion in which they arrive less often. An energy-independent cross section does not meet this condition. Whether the force can also vanish for other impurities depends on f₁, which must now be found.

**(d) Find f₁ in a weak temperature gradient, allowing for an electric field.**

Solution. The local equilibrium distribution is

  f₀ = 1/[e^{(E−μ)/T} + 1],

in which μ and T vary slowly in space. Let X be the electric force on one electron, so X is opposite to the electric field. The field is needed because an open circuit charges up until it stops the current. In the steady state the Boltzmann equation reads, to first order,

  v·∇f₀ + X·∂f₀/∂k = −f₁/τ(E).

The right side states that the background scattering is elastic and removes the anisotropy at the rate 1/τ. Let f₀′ denote df₀/dE and let ε = E − μ. Since f₀ depends on the ratio ε/T alone,

  ∂f₀/∂μ = −f₀′,  ∂f₀/∂T = (ε/T)(−f₀′),  ∂f₀/∂k = v f₀′.

Hence

  f₁ = τ(−f₀′) v·[G − (ε/T)∇T],  G = X − ∇μ.

The field and the gradient of μ enter only through the combination G, which pushes electrons of all energies in the same sense. The thermal term changes sign at ε = 0. It drives electrons above the chemical potential toward the cold side and those below it toward the hot side.

**(e) Impose zero current, and obtain the wind force and the electronic heat flux.**

Solution. All the required integrals have the same form. For any function h(E), averaging over directions gives v_i v_j → δ_ij v²/3, and with k dk = dE

  2 ∫ d³k/(2π)³ v_i v_j h(E) = δ_ij ∫ dE [k³/(3π²)] h(E).

This suggests the positive weight

  w(E) = (−f₀′) k³ τ/(3π²),  L₀ = ∫ w dE,

and the average ⟨h⟩ = (1/L₀) ∫ w h dE. The current becomes

  J = L₀ [G − ⟨ε⟩ ∇T/T].

Zero current therefore requires G = ⟨ε⟩ ∇T/T, and the distribution is

  f₁ = −τ(−f₀′) (ε − ⟨ε⟩) v·∇T/T.

The force of part (c) contains one more factor W under the integral:

  F = −(L₀/T) ⟨W(ε − ⟨ε⟩)⟩ ∇T.

The average is the covariance of W and E, because subtracting ⟨W⟩ from W changes nothing when the other factor has zero mean. So

  F = −(L₀/T) Cov(W,E) ∇T.

The heat flux q is obtained by replacing W with ε. At zero current it makes no difference whether energy is counted from μ or from another origin. This gives

  q = −(L₀/T) Var(E) ∇T.

Dividing the two results and restoring the mass,

  F = m q Cov(W,E)/Var(E).

The quotient Cov/Var is the slope of the straight line that best fits W(E) in the least-squares sense, with weight w. The wind is thus the heat flux times the mean slope of W in the thermal window. The absolute strength of the background scattering enters through q; its energy dependence also enters through the weight. Both formulas are complete to first order in the gradient within this model, and neither requires a low temperature.

**Second half: when the force vanishes, and how large it is**

The symbols and results carried over are these. W(E) = v σ_tr(E) is the electron speed times the transport cross section of the impurity. The angle brackets, Cov and Var are averages over energy with the positive weight w = (−f₀′)k³τ/(3π²), whose integral is L₀. Here f₀ is the Fermi function, f₀′ its energy derivative, τ(E) the relaxation time, μ the chemical potential and ε = E − μ. The anisotropic part of the distribution is f₁ = τ(−f₀′) v·[G − (ε/T)∇T], where G = X − ∇μ and X is the electric force on an electron. At zero particle current J, G = ⟨ε⟩∇T/T. The wind force and the heat flux are then

  F = −(L₀/T) Cov(W,E) ∇T,

  q = −(L₀/T) Var(E) ∇T.

In the algebra T is an energy and ħ = m = e = 1.

**(f) For which functions W(E) is the force zero? Is constancy of W necessary?**

Solution. A constant W has zero covariance with E, so it gives zero force. For the converse, take two energies E₁ and E₂ drawn independently with the weight w. Expanding the product shows that

  Cov(W,E) = ½ ⟨⟨[W(E₁) − W(E₂)](E₁ − E₂)⟩⟩,

since the two diagonal terms give 2⟨WE⟩ and the two mixed terms give −2⟨W⟩⟨E⟩. If W rises monotonically and is not constant, the product of brackets is never negative and is positive for some range of pairs. The covariance is then positive for every τ(E), and the force points to the cold side. If W falls monotonically, the force points to the hot side.

If W is not monotonic, the contributions can cancel. Take a parabola with its minimum at E_c,

  W = W₀ + c(E − E_c)²,  W₀ > 0, c > 0.

Write E − E_c as (E − ⟨E⟩) + (⟨E⟩ − E_c). With M₃ the third central moment of E,

  Cov(W,E) = c[M₃ + 2(⟨E⟩ − E_c) Var(E)].

This vanishes for E_c = ⟨E⟩ + M₃/(2 Var(E)), although W is not constant. For μ = 7 eV, a temperature of 600 K and τ ∝ E^{3/2}, numerical quadrature over energy places this minimum 0.0060 eV above μ, well inside the thermal window. The cancellation belongs to that background. If τ is changed to E^{−1/2}, with W, μ and the temperature held fixed, the correlation coefficient of W and E becomes −0.048, and there is again a force.

No non-constant continuous W can escape for all backgrounds. If W differs at two energies E₁ and E₂, choose a positive τ(E) that is large near these two energies and very small elsewhere. The weight then tends to two narrow peaks with fractions p₁ and p₂, and

  Cov(W,E) → p₁p₂[W(E₁) − W(E₂)](E₁ − E₂) ≠ 0.

The claim that a force exists unless vσ_tr is independent of energy must therefore be read with care. Constancy is sufficient for zero force. It is necessary if the force is to vanish for every background, or if W is known to be monotonic. For one particular background and a non-monotonic W, an accidental zero is possible.

**(g) Find the force when T is much smaller than μ, and say which way it points.**

Solution. The factor −f₀′ confines f₁ to energies within a few T of μ. Over this range a smooth W can be expanded:

  W = W(μ) + W′(μ) ε + ½ W″(μ) ε² + …

Insert this in F = 2∫ d³k/(2π)³ f₁ v W. The first term gives W(μ)J, which is zero. The second gives W′(μ) times the heat flux. To leading order, with the mass restored,

  F = m W′(μ) q = −m κ W′(μ) ∇T,

where κ is the electronic heat conductivity, defined for the same measure of temperature as the gradient. This step did not use the relaxation-time form of f₁. It needs zero current, an f₁ confined to a narrow range about μ, and a W that varies little over that range. Inelastic scattering changes q but not the leading ratio F/q.

In the relaxation-time model the first correction can be found explicitly. Let S(E) = k³τ and g = S′(μ)/S(μ). The function −f₀′ has unit area, second moment π²T²/3, fourth moment 7π⁴T⁴/15, and no odd moments. To leading order

  ⟨ε⟩ = gπ²T²/3,  Var(E) = π²T²/3,  ⟨ε³⟩ = 7gπ⁴T⁴/15.

The quadratic term of W changes the slope Cov/Var by

  ½W″(⟨ε³⟩ − ⟨ε⟩⟨ε²⟩)/Var = ½W″gπ²T²(7/5 − 1/3) = (8π²/15) g W″T².

The cubic term adds (W‴/6)⟨ε⁴⟩/Var = (7π²/30)W‴T². Both are of relative order (T/μ)² if W and S vary on the scale of μ and W′(μ) is not small. If W′(μ) = 0 the leading force vanishes, and these terms decide what is left.

The direction has a simple reading. Electrons above μ travel to the cold side, and an equal number below μ return to the hot side. If W rises with energy, the first group hands over more momentum and the impurity is pushed toward the cold. If W falls with energy, the returning electrons win and the push is toward the hot. For σ_tr ∝ E^{−n} the product W varies as E^{1/2−n}, so the direction changes at n = 1/2.

**(h) Suppose that impurities of this kind, with density n_i, are the only scatterers. Recover the force from the momentum balance of the electron gas.**

Solution. Now 1/τ = n_i W. The force per unit volume on all impurities is

  n_i F = 2 ∫ d³k/(2π)³ k f₁/τ = 2 ∫ d³k/(2π)³ k (−f₀′) v·[G − (ε/T)∇T].

The relaxation time has cancelled. The remaining integrals are thermodynamic. The pressure of the gas is

  p = ∫ dE [k³/(3π²)] f₀,

that is, one third of momentum times speed, summed over the electrons. Its derivatives are the electron density n = ∂p/∂μ and the entropy density s = ∂p/∂T. With ∂f₀/∂μ = −f₀′ and ∂f₀/∂T = (ε/T)(−f₀′), these are exactly the two integrals above. Hence

  n_i F = nG − s∇T = nX − n∇μ − s∇T = nX − ∇p.

The impurities take up whatever part of the electric force on the gas is not balanced by the pressure gradient. If W is constant, the weight w is proportional to (−f₀′)k³, so ⟨ε⟩ = Ts/n. Then nG = s∇T, and the balance is complete.

For W ∝ E^α and T ≪ μ, the weight contains S ∝ E^{3/2−α}. This gives ⟨ε⟩/T = (π²T/3μ)(3/2 − α), while s/n = π²T/(2μ). The difference is

  n_i F = −α n (π²T/3μ) ∇T.

Part (g) gives the same, since here κ = (π²T/3) n/(n_i W) and W′ = αW/μ.

**(i) Evaluate the force for round parameters that roughly resemble a hot copper line.**

Solution. Take μ = 7.0 eV, a temperature of 600 K, a mean free path of 200 Å at μ, τ ∝ E^{3/2}, and a gradient of 1.0×10⁻⁴ K/Å (1 K/μm). The impurity has one excess positive charge, like zinc in copper. Its potential is a square well of depth U and radius R, where R is the radius of a sphere that holds one electron. With density k³/(3π²) this means R = (9π/4)^{1/3}/k = 1.416 Å.

Outside the well the radial wave is kr[cosδ_l j_l(kr) − sinδ_l y_l(kr)], with spherical Bessel functions j_l and y_l. Inside it is proportional to r j_l(κ_w r), with κ_w = √(2(E+U)). Let γ_l = κ_w j_l′(κ_w R)/j_l(κ_w R). Equal logarithmic derivatives at R require

  tanδ_l = [k j_l′(kR) − γ_l j_l(kR)]/[k y_l′(kR) − γ_l y_l(kR)].

The depth follows from screening. In a large sphere of radius B the levels obey kB − lπ/2 + δ_l = integer × π, so the well draws δ_l/π extra levels below a given energy for each spin and each of the 2l+1 orientations. The electrons drawn in must balance the excess charge:

  (2/π) Σ_l (2l+1) δ_l(μ) = 1.

This is the Friedel sum rule. Its numerical root is U = 4.14 eV, with phase shifts 0.6144, 0.2685, 0.0278 and 0.0016 for l = 0 to 3.

From these, (l+1) sin²(δ_l − δ_{l+1}) is 0.1150, 0.1137 and 0.0021 for l = 0, 1 and 2, with a sum of 0.231. The wave number is 1.356 Å⁻¹, so

  σ_tr = 4π × 0.231/(1.356 Å⁻¹)² = 1.58 Å².

Repeating the calculation at slightly different energies gives the logarithmic slope α = d ln W/d ln E = −1.33 at μ. The cross section falls so fast that W falls too, and the force must point to the hot side.

The speed at μ is 15.69 Å/fs, which gives τ = 200/15.69 = 12.7 fs. Integrating the heat-flux formula over energy gives

  q = −2.77×10⁻⁸ eV/(Å² fs),

where the minus sign means toward the cold. It corresponds to κ = 443 W/(m K). Since W′ = αW/μ and μ = mv²/2, the law of part (g) becomes

  F = 2α σ_tr q/v = 2(−1.33)(1.58)(−2.77×10⁻⁸)/15.69 = 7.4×10⁻⁹ eV/Å.

This is 7.4×10⁻⁸ eV/nm. The full covariance formula gives a force smaller by 0.13 percent, in keeping with the small value T/μ = 0.0074.

Two other measures help to judge the size. The heat of transport Q* is defined by F = −Q*∇T/T, and its wind part is −0.044 eV; the negative sign stands for a push toward the hot. For comparison with an isothermal current, set ∇T = 0 in f₁. Then F = ⟨W⟩J, or W(μ)J to leading order. The current density whose wind equals the thermal one is 0.0084 MA/cm².

**(j) Which other forces and which features of real copper matter for this example?**

Solution. The field that stops the current also acts directly on the excess charge. In a rigid uniform background neutrality keeps the electron density uniform, and since the density of states varies as √E this requires ∇μ = −(π²T/6μ)∇T. For τ ∝ E^{3/2}, G = (π²T/μ)∇T. The force on an electron is X = G + ∇μ, and the excess charge feels −X, which is −5.2×10⁻¹⁰ eV/Å. This is 7 percent of the wind, directed to the cold.

A smaller force exists even if the gas is everywhere in local equilibrium. With ΔN(E) the number of levels drawn in below E, the impurity changes the grand potential by −∫ΔN f₀ dE. Minus the gradient of this energy, at fixed V, is −1.6×10⁻¹¹ eV/Å, or 0.2 percent of the wind. This is the remainder of two parts: +8.8×10⁻¹¹ eV/Å from ∇T, and −1.05×10⁻¹⁰ eV/Å from the term ΔN∇μ. Since ΔN(μ) = 1, the second part cancels the ∇μ part of the direct force. The sum of the two forces, −5.4×10⁻¹⁰ eV/Å, therefore does not depend on ∇μ, but the split does. In a metal free to expand, with a volume expansion of roughly 5.6×10⁻⁵ per K, μ would change by about −260 μeV/K instead of −1 μeV/K. Each force would then be about 3.5 times the wind, with opposite signs, and at fixed V their sum would be unchanged.

Lattice heat flow could matter far more, as a generous estimate shows. A phonon of energy ħω carries momentum ħω/c, with c the speed of sound, so a lattice heat flux q_L carries the momentum flux q_L/c. Suppose that the impurity absorbs all of it over the area πR² = 6.3 Å². With a lattice conductivity of roughly 5 W/(m K) and a sound speed of roughly 3000 m/s, the force is −6.6×10⁻⁸ eV/Å. It is 8.9 times the electron wind and points to the cold. This is a generous estimate but not a strict upper limit. A point defect need not stop every phonon that meets its area, although an obstacle that holds the lattice motionless at its surface can scatter waves of such lengths over more than its geometric area. The true phonon force may be much smaller, even smaller than the electron wind. Without a calculation of how strongly the impurity scatters phonons, the sign of the total force cannot be inferred from the electron wind alone.

Several conditions of the transport theory can be judged from the same numbers. The temperature changes by only 3.3×10⁻⁵ of itself over a free path, so first order in the gradient suffices. The product of wave number and free path is 271, which supports the use of the Boltzmann equation, although the lifetime width ħ/τ = 0.052 eV is as large as k_B times the temperature. With a Debye temperature of roughly 340 K, the squared ratio of Debye energy to thermal energy is 0.32. Phonon scattering is then not strictly elastic, which alters κ more than the ratio F/q.

The chosen 600 K is a temperature of accelerated tests rather than of normal use, and 1 K/μm is a steep gradient; the force is proportional to it. The model conductivity is somewhat high, since copper at this temperature conducts a little less than 400 W/(m K), roughly. At fixed W this lowers the force by a tenth or more. The square well is the weaker point. One percent of such impurities would scatter at the rate 0.01nW = 0.01 × 0.084 × 15.69 × 1.58 = 0.021 per fs, with n in Å⁻³. That is 27 percent of 1/τ. The model's resistivity is (π²/3)(k_B/e)² times 600 K divided by κ, or 3.3 μΩ cm, so the increase is 0.9 μΩ cm. The measured increase for zinc in copper is roughly a third of this. With the same logarithmic slope, the force would shrink by the same factor of about three. The slope itself is a property of the well. Two other shapes that satisfy the same Friedel sum rule also give a negative slope, but a different force at the same heat flux: about 0.4 times the value above for a Gaussian well proportional to exp(−r²/R²), and about 1.9 times for a screened Coulomb potential of unit charge. The radius matters as well: with the depth refitted to the sum rule, a radius 10 percent smaller multiplies the force by about 1.5, and one 10 percent larger by about 0.66. The digits of the force therefore belong to this particular square well, and the band structure of copper could change the slope further, even in sign. Copper's thermopower is in fact positive, while this model makes it negative, so G, and with it the part −G of the force on the excess charge, has the wrong sign for copper; the thermopower does not fix ∇μ. Finally, a zinc atom migrates by exchange with a vacancy, and the force along that path is not the force on an isolated impurity in jellium.
